# Temperature-Independent Leakage Can Come from Inelastic Trap-to-Trap Hops

**Q:** I cooled a gate stack and the leakage stopped changing with temperature. I conclude that what remains is elastic tunnelling. Inelastic hopping needs phonons, and the phonons have frozen out.

**A:** What has frozen out is the supply of phonons to absorb. Which way does your electron hop in energy?

**Q:** Downhill, I suppose, since there is a field across the oxide.

**A:** Then it has to give energy away, and a cold lattice can receive it. Take a filled trap 1 and an empty trap 2 lying lower by $\Delta>0$, field included, with transfer energy $t\ll\Delta$. I ignore spin. Without phonons or electrodes,

$$H_0=\begin{pmatrix}\Delta/2 & t\\ t&-\Delta/2\end{pmatrix},\qquad H_0^2=\frac{W^2}{4}\,\mathbb 1,\qquad W^2=\Delta^2+4t^2 .$$

Because $H_0^2$ is a number, the exponential series sums to

$$e^{-iH_0\tau/\hbar}=\cos\frac{W\tau}{2\hbar}-\frac{2iH_0}{W}\sin\frac{W\tau}{2\hbar}.$$

The squared off-diagonal element is the population of trap 2:

$$P_2(\tau)=\frac{4t^2}{\Delta^2+4t^2}\sin^2\frac{W\tau}{2\hbar}.$$

For $t=0.10$ meV and $\Delta=10$ meV it never exceeds $4.0\times10^{-4}$. The electron oscillates weakly and does not settle on trap 2. To stay there it must lose $\Delta$.

**Q:** So it needs a phonon, and at zero temperature there are none.

**A:** There are none beforehand, but the hop can create one. Let an electron on trap $j$ couple to phonon mode $q$ through $g_jb_q+g_j^*b_q^\dagger$, and assume that phonons do not modulate $t$. Start with $n_q$ quanta in the mode and end with the electron on trap 2 and $n_q+1$ quanta. Energy conservation requires $\hbar\omega_q=\Delta$. To lowest order there are two routes:

- Emit on trap 1, then transfer. The intermediate state lies $\Delta$ above the initial one, so the energy denominator is $-\Delta$.
- Transfer, then emit on trap 2. The intermediate state lies $\Delta$ below, so the denominator is $+\Delta$.

Since $b_q^\dagger$ contributes $\sqrt{n_q+1}$, the amplitudes add to

$$M_\downarrow=\sqrt{n_q+1}\left(\frac{t g_1^*}{-\Delta}+\frac{t g_2^*}{\Delta}\right)=-\frac{t}{\Delta}\lambda_q^*\sqrt{n_q+1},\qquad \lambda_q=g_1-g_2 .$$

If a phonon shifts both levels equally, $\lambda_q=0$ and it cannot carry the energy away.

**Q:** And the reverse hop?

**A:** It absorbs the phonon. Absorbing on trap 2 first gives the denominator $+\Delta$; transferring first gives $-\Delta$. Now $b_q$ contributes $\sqrt{n_q}$:

$$M_\uparrow=\sqrt{n_q}\left(\frac{t g_2}{\Delta}-\frac{t g_1}{\Delta}\right)=-\frac{t}{\Delta}\lambda_q\sqrt{n_q}.$$

Square these, average $n_q$ thermally and apply the golden rule, which assumes a continuum of phonons so that the emitted one leaves:

$$\Gamma_\downarrow=\Gamma_0(1+n),\quad \Gamma_\uparrow=\Gamma_0n,\quad n=\frac{1}{e^{\Delta/kT}-1},$$

$$\Gamma_0=\frac{2\pi}{\hbar}\left(\frac t\Delta\right)^2G(\Delta),\qquad G(E)=\sum_q|\lambda_q|^2\delta(E-\hbar\omega_q).$$

As $T\to0$, $n\to0$. The uphill rate vanishes, while the downhill rate tends to $\Gamma_0$. That limit is nonzero if there are phonons of energy $\Delta$ that couple differently to the two traps. The ratio $\Gamma_\uparrow/\Gamma_\downarrow=n/(1+n)=e^{-\Delta/kT}$ is detailed balance.

**Q:** Finite could still mean negligible. How large is $\Gamma_0$?

**A:** Use longitudinal acoustic phonons with $\omega=vq$, deformation potential $D$, mass density $\rho$ and volume $V$. The strain amplitude of one mode is $q\sqrt{\hbar/2\rho V\omega}$. The trap averages it over its density $(\kappa^3/\pi)e^{-2\kappa r}$, which gives the factor

$$F=\frac{4\kappa^3}{q}\int_0^\infty r e^{-2\kappa r}\sin(qr)\,dr
=\frac{4\kappa^3}{q}\,\frac{4\kappa q}{(4\kappa^2+q^2)^2}
=\left[1+\left(\frac{q}{2\kappa}\right)^2\right]^{-2}.$$

Traps separated by $\mathbf d$ feel the wave with a relative phase $\mathbf q\cdot\mathbf d$, so

$$|\lambda_q|^2=D^2F^2\frac{\hbar q}{2\rho Vv}\,|1-e^{i\mathbf q\cdot\mathbf d}|^2 .$$

The last factor is $2-2\cos(\mathbf q\cdot\mathbf d)$, whose average over directions is $2[1-\sin(qd)/(qd)]$. Replace the sum over modes by $V\int q^2dq/(2\pi^2)$. The delta function contributes $1/(\hbar v)$ and sets $q=E/\hbar v$. The volume and $\hbar$ cancel:

$$G(E)=\frac{D^2q^3F^2}{2\pi^2\rho v^2}\left[1-\frac{\sin(qd)}{qd}\right].$$

Now take an 8 nm film at 0.5 MV/cm, with traps 4 nm apart and each 2 nm from its electrode. The field drop between the traps is 200 meV. Let trap 1 be 190 meV deeper relative to the local band edge, which leaves $\Delta=10$ meV. Place each electrode's Fermi level 1.5 eV below the oxide band edge at its contact, which centres the two trap levels in the 400 meV bias window. A mean depth of 1.5 eV and a tunnelling mass of 0.15 electron masses give $\kappa=\sqrt{2m^*E_t}/\hbar=2.43$ nm$^{-1}$. The transfer energy falls as $e^{-\kappa d}$, but its prefactor depends on the trap: a short-range trap gives about 0.02 meV, and a Coulomb trap, which has the density used above, about 1.3 meV. The Coulomb form is only a model shape: a singly charged centre with this mass, screened by a permittivity of 20, would bind by about 5 meV, not 1.5 eV. I choose $t=0.10$ meV within that range. The hop rate scales as $t^2$, so its size is illustrative.

With $v=5000$ m/s, $q=3.04$ nm$^{-1}$, $F=0.517$ and the bracket is 1.033. For $D=2.0$ eV and $\rho=9700$ kg/m$^3$,

$$G=\frac{(2.0\ \mathrm{eV})^2(3.04\ \mathrm{nm^{-1}})^3(0.517)^2(1.033)}{2\pi^2(9700\ \mathrm{kg/m^3})(5000\ \mathrm{m/s})^2}=1.04\ \mathrm{meV},$$

$$\Gamma_0=\frac{2\pi}{\hbar}\left(\frac{0.10}{10}\right)^2(1.04\ \mathrm{meV})=9.9\times10^8\ \mathrm{s^{-1}}.$$

**Q:** You kept one phonon. Could the others spoil the limit?

**A:** They change its value. Moving the electron displaces the equilibrium position of each oscillator. At $T=0$, a displaced oscillator contains a Poisson-distributed number of quanta with mean $|\lambda_q|^2/(\hbar\omega_q)^2$. Summed over modes, the mean is

$$S=\int_0^\infty\frac{G(E)}{E^2}\,dE=0.16 .$$

At finite temperature, emission and absorption events have densities $(1+n)G/E^2$ and $nG/E^2$. I combined any number of them numerically by Fourier transform, keeping second order in $t$ and measuring $\Delta$ between relaxed levels. At $T=0$ the rate becomes $8.8\times10^8$ s$^{-1}$, 11% below $\Gamma_0$, and 96% of it comes from events with one phonon.

**Q:** A hop rate is not yet a leakage current.

**A:** Let the left electrode fill trap 1 and the right electrode empty trap 2, each at $\Gamma_e=10^{11}$ s$^{-1}$. Write $p_{10}$ for the probability that trap 1 is full and trap 2 empty, and so on, and let $h$ be the downhill hop rate. At $T=0$, the steady balances of states 00 and 11 give $p_{00}=p_{01}$ and $p_{11}=p_{01}$. State 10 gains $\Gamma_e(p_{00}+p_{11})$ and loses $hp_{10}$, so $hp_{10}=2\Gamma_ep_{01}$. Normalization then gives

$$1=p_{10}+3p_{01}=p_{10}\left(1+\frac{3h}{2\Gamma_e}\right),\qquad I=e\,hp_{10}=\frac{eh}{1+3h/2\Gamma_e}.$$

With the chosen $t$ and $\Gamma_e$, the hop is the bottleneck: the denominator is 1.013. With $h=8.8\times10^8$ s$^{-1}$, $I=140$ pA. At finite temperature I solved the same rate equations with the uphill hop and the electrode occupations included:

| $T$ (K) | One-phonon rate ($10^8$ s$^{-1}$) | Multiphonon rate ($10^8$ s$^{-1}$) | Current (pA) |
|---:|---:|---:|---:|
| 0 | 9.90 | 8.83 | 140 |
| 10 | 9.90 | 8.83 | 140 |
| 25 | 9.99 | 8.88 | 140 |
| 77 | 12.7 | 10.7 | 169 |
| 300 | 30.9 | 18.3 | 283 |

The current uses the multiphonon rate. This is a plateau from an inelastic process. In the one-phonon law its edge is set by $\Delta$: a 1% excess means $n=0.01$, so $T=\Delta/(k\ln101)=25$ K. At 300 K the mean number of phonon events is 1.28, which is not small, and the one-phonon law overestimates the rate by 69%.

**Q:** Perhaps an elastic current through the same traps is larger still.

**A:** It can be estimated. Give each level the width $\gamma=\hbar\Gamma_e=0.066$ meV. For coherent passage without phonons, the transmission is

$$\mathcal T(E)=\frac{\gamma^2t^2}{|(E-E_1+i\gamma/2)(E-E_2+i\gamma/2)-t^2|^2}.$$

Near $E_1$, the other level contributes a factor of about $\Delta^2$, and $t^2$ in the denominator is a small correction because $t,\gamma\ll\Delta$. The peak then has area

$$\frac{\gamma^2t^2}{\Delta^2}\int\frac{dE}{(E-E_1)^2+\gamma^2/4}=\frac{\gamma^2t^2}{\Delta^2}\,\frac{2\pi}{\gamma}=\frac{2\pi\gamma t^2}{\Delta^2}.$$

The second level gives the same area. Both lie 195 meV inside the bias window, so dividing the total by $2\pi\hbar$ gives

$$\Gamma_{\rm el}=2\Gamma_e(t/\Delta)^2=2.0\times10^7\ \mathrm{s^{-1}}.$$

That is 2.3% of the multiphonon hop rate at $T=0$, so with the chosen $\Gamma_e$ the plateau is mostly inelastic. The share does not depend on $t$, since both rates scale as $t^2$, but it grows in proportion to $\Gamma_e$. A Coulomb trap 2 nm from a metal has, by a rough tunnelling estimate, $\Gamma_e\approx3\times10^{12}$ s$^{-1}$, and the elastic rate is then about two thirds of the hop rate. The chosen $10^{11}$ s$^{-1}$ is closer to the short-range value of about $5\times10^{10}$ s$^{-1}$.

**Q:** Then how would I tell the two apart?

**A:** Detuning carries more information than the plateau. Stay at $T=0$ and change $\Delta$ with $t$, $d$, $D$, the bias and the electrode rates held fixed:

| $\Delta$ (meV) | One-phonon hop (s$^{-1}$) | Elastic (s$^{-1}$) |
|---:|---:|---:|
| 2.5 | $7.9\times10^8$ | $3.2\times10^8$ |
| 5 | $1.3\times10^9$ | $8.0\times10^7$ |
| 10 | $9.9\times10^8$ | $2.0\times10^7$ |

The elastic rate falls as $\Delta^{-2}$. In this table the hop rate rises and then falls. For small $qd$, $1-\sin(qd)/(qd)\approx(qd)^2/6$, so $G\propto\Delta^5$ and $\Gamma_0\propto\Delta^3$: a long wave moves both levels almost together. The first row of the table has $qd=3.0$, beyond this limit, so the rise there is already slower. At larger $q$, the factor $F^2$ cuts the coupling because the wave varies within one trap. How early this happens depends on the trap density: for a short-range trap the cut is weaker, and the hop rate grows from $1.7\times10^9$ s$^{-1}$ at 5 meV to $3.0\times10^9$ s$^{-1}$ at 10 meV. For either density the oscillating bracket adds ripples that three rows do not show. Close alignment therefore favours the elastic path: with these numbers the two rates cross near $\Delta=2$ meV, and a larger $\Gamma_e$ moves the crossing to a larger gap. The crossing value is rough: at 2 meV the phonon wavelength is about 10 nm, longer than the film, whereas $G$ assumes bulk plane waves, an assumption that is also uncertain in an amorphous oxide at the 2 nm wavelength of the 10 meV hop. Both formulas require $\Delta$ to be much larger than $t$ and $\gamma$.

For one isolated path, a field change of 0.01 MV/cm shifts $\Delta$ by 4 meV. A large device adds many paths with different gaps, which can hide this dependence.

**Q:** Would a hafnium-oxide gate film behave like your example?

**A:** The density, sound speed, trap depth and mass are rough values for such films, and the field is about a tenth of a rough breakdown field of 5 MV/cm. The deformation potential is assumed, and the one-phonon rate scales as $D^2$. The 10 meV gap is a selected case: trap depths in an amorphous oxide can differ by far more. The electrode alignment is selected too: with a 2.0 eV barrier in place of 1.5 eV, trap 1 would lie above the left Fermi level and stay empty at $T=0$. Weak relaxation is also at risk, because deep oxygen vacancies can couple strongly to optical phonons. Suppose the relaxation energy of the whole hop, both traps together, is 0.5 eV and the optical phonon energy 70 meV. The mean optical phonon number is then $500/70=7.14$. A 10 meV hop at $T=0$ cannot emit such a phonon, so the rate acquires the zero-phonon probability $e^{-7.14}=7.9\times10^{-4}$ and drops to about $7\times10^5$ s$^{-1}$. If each trap relaxes by 0.5 eV separately, the exponent doubles and the rate is only about $6\times10^2$ s$^{-1}$. It remains finite, but I have not computed the elastic share for such traps. The 140 pA belongs to one favourable, weakly relaxing path and does not predict a device's leakage.

**Q:** And if the gap is larger than any acoustic phonon energy?

**A:** Then one acoustic phonon cannot take it. If I bend the dispersion into a sine that flattens at the Debye wavevector, the band ends near 25 meV. The same bending raises the 10 meV hop rate by about 12%. Above the band edge, the hop needs an optical phonon of the right energy or several phonons together. What your cooling curve shows is that the current no longer depends on absorbing thermal phonons. It leaves open whether the electrons are emitting them.
